\section*{Cauchy pressure and embedding-function curvature in embedded-atom solids}

\section{Result and scope}

Consider a static cubic crystal with one atom per primitive cell and the embedded-atom energy per atom
\begin{equation}
E=F(\bar\rho)+\frac12\sum\phi(r),\qquad \bar\rho=\sum\rho(r),
\label{eq:eam}
\end{equation}
where the sums run over the neighbours of one atom. Its Cauchy pressure is
\begin{equation}
C_{12}-C_{44}=\frac{F''(\bar\rho)\,V^2}{\Omega}
=\Omega F''(\bar\rho)\left(\frac{d\bar\rho}{d\Omega}\right)^2,
\qquad V=\sum\rho'(r)\frac{x^2}{r}.
\label{eq:main}
\end{equation}
Here $\Omega$ is the atomic volume and the $C$ are second derivatives of the energy with respect to Lagrangian strain, divided by $\Omega$. The name Cauchy pressure denotes the full difference $C_{12}-C_{44}$; a convention with a factor $1/2$ halves every value below.

The factor multiplying $F''$ is never negative, so for $V\neq0$ the sign of the Cauchy pressure is the sign of $F''(\bar\rho)$. The functional form \eqref{eq:eam} does not by itself forbid a negative value. It does so once $F$ is required to be convex, as it is in the second-moment picture of metallic bonding. A negative value then calls for a term missing from \eqref{eq:eam}.

\section{Derivation}

\subsection{Second derivatives of the energy}

Let a homogeneous deformation $D$ carry each neighbour vector $\mathbf r$ into $D\mathbf r$. The Lagrangian strain $\eta$ is defined by $D^{T}D=1+2\eta$, so the deformed length $\tilde r$ obeys
\begin{equation}
\tilde r^2=r^2+2r_i\eta_{ij}r_j,\qquad
\frac{\partial\tilde r}{\partial\eta_{ij}}=\frac{r_ir_j}{\tilde r}.
\label{eq:length}
\end{equation}
Repeated indices are summed, and $r_i$ are components in the undeformed crystal. With one atom per cell, every atom remains an inversion centre under homogeneous strain. The forces on it cancel, and there are no internal displacements to relax. Diamond and hexagonal close-packed crystals lack this property and need additional terms.

The first derivative is
\begin{equation}
\frac{\partial E}{\partial\eta_{ij}}
=\sum\frac{\frac12\phi'(\tilde r)+F'(\bar\rho)\rho'(\tilde r)}{\tilde r}\,r_ir_j .
\end{equation}
A second derivative acts on the explicit lengths and on $\bar\rho$ inside $F'$. Evaluated at $\eta=0$, it gives
\begin{align}
\Omega C_{ijkl}&=S_{ijkl}+F''V_{ij}V_{kl},\label{eq:C}\\
S_{ijkl}&=\sum\frac{r_ir_jr_kr_l}{r}\frac{d}{dr}
\left[\frac{\frac12\phi'+F'\rho'}{r}\right],\qquad
V_{ij}=\sum\rho'\frac{r_ir_j}{r},\nonumber
\end{align}
with $F'$ held fixed in the $r$ derivative, because its variation is the second term of \eqref{eq:C}.

The tensor $S$ is unchanged by any permutation of its indices, so $S_{1122}=S_{1212}$. Cubic symmetry gives $V_{ij}=V\delta_{ij}$. Therefore
\begin{align}
\Omega C_{12}&=S_{1122}+F''V^2,\\
\Omega C_{44}&=S_{1212}+F''V_{12}^2=S_{1122},
\end{align}
and subtraction gives \eqref{eq:main}. Physically, a normal strain changes the density at first order, whereas a pure shear of a cubic crystal does not. Curvature of $F$ therefore stiffens $C_{11}$ and $C_{12}$ equally and leaves $C_{44}$ alone.

The volume form follows from the trace $3V=\sum r\rho'$. Under uniform scaling $r\propto\Omega^{1/3}$, so $dr/d\Omega=r/(3\Omega)$ and
\begin{equation}
\frac{d\bar\rho}{d\Omega}=\sum\rho'\frac{r}{3\Omega}=\frac V\Omega .
\end{equation}

\subsection{Finite pressure}

No equilibrium condition has been used, so \eqref{eq:main} holds at any pressure for Lagrangian constants. Elastic coefficients can instead be defined by differentiating the Cauchy stress
\begin{equation}
\sigma_{ij}=\frac1\Omega\sum\frac{f}{r}r_ir_j,\qquad f=\tfrac12\phi'+F'\rho',
\qquad \sigma_{ij}=-P\delta_{ij}
\end{equation}
with respect to a small symmetric strain $\varepsilon$. Call these coefficients $c$.

For $c_{12}=\partial\sigma_{11}/\partial\varepsilon_{22}$, the changes of length give $C_{12}$, the factor $1/\Omega$ gives $-\sigma_{11}=P$, and $x^2$ does not change. For $c_{44}$, set $\varepsilon_{12}=\varepsilon_{21}=\gamma/2$. The lengths give $C_{44}$ and the volume is constant at first order, but $xy$ changes by $\gamma(x^2+y^2)/2$, which adds $(\sigma_{11}+\sigma_{22})/2=-P$. Thus
\begin{equation}
c_{12}=C_{12}+P,\quad c_{44}=C_{44}-P,\quad
c_{12}-c_{44}=\frac{F''V^2}{\Omega}+2P .
\label{eq:pressure}
\end{equation}
At $P=0$ the definitions agree. Under compression a positive $c_{12}-c_{44}$ does not by itself show that $F''$ is positive.

\section{Why the curvature should be positive}

\subsection{The curvature is not a matter of convention}

The split between embedding and pair energy is not unique. The replacement
\begin{equation}
F\to F+c\bar\rho,\qquad \phi\to\phi-2c\rho
\end{equation}
changes the energy by $c\bar\rho-\frac12\,2c\sum\rho=0$. It shifts $F'$ by $c$ but leaves $F''$ alone. Rescaling $\rho\to\lambda\rho$ multiplies $V^2$ by $\lambda^2$ and $F''$ by $\lambda^{-2}$. The sign of $F''$ thus survives both changes. If $F$ is linear, it can be absorbed into the pair potential, and \eqref{eq:main} reduces to the Cauchy relation $C_{12}=C_{44}$.

\subsection{Second-moment argument}

Let a partly filled $d$ band have a local density of states of fixed shape, centred on the atomic level, with fixed electron number $N$. Its width is then the one energy scale, and it is proportional to $\sqrt{\mu_2}$, where $\mu_2$ is the second moment. The bond energy is a negative constant times $\sqrt{\mu_2}$.

For a rectangular band of width $W$ holding ten electrons, the density of states is $10/W$ and the Fermi level is $E_F=-W/2+NW/10$. Hence
\begin{align}
\mu_2&=\frac1W\int_{-W/2}^{W/2}\epsilon^2\,d\epsilon=\frac{W^2}{12},\\
E_{\rm bond}&=\frac{10}{W}\int_{-W/2}^{E_F}\epsilon\,d\epsilon
=\frac5W\left(E_F^2-\frac{W^2}{4}\right)
=-\frac{W}{20}N(10-N).
\end{align}
For $N=7$ and $W=5$ eV this gives $-5\times21/20=-5.25$ eV.

The second moment is a sum of squared hopping integrals over neighbours. Averaged over the five $d$ orbitals, each contribution depends on distance alone, so it can play the part of $\rho(r)$. Then
\begin{equation}
F=-B\sqrt{\bar\rho},\qquad F''=\frac B4\bar\rho^{-3/2}>0 .
\label{eq:sqrt}
\end{equation}
The energy per unit density, $F/\bar\rho=-B/\sqrt{\bar\rho}$, weakens as neighbours are added. This is bond saturation. Saturation in this sense does not by itself make $F$ convex; the square-root form does. The argument rests on a fixed band shape; directional bonding can change that shape through higher moments.

A nearest-neighbour limit shows the size of the effect. If $\rho\propto\exp[-q(r/r_0-1)]$ and all neighbours lie at $r_0$, then $V=-q\bar\rho/3$ and
\begin{equation}
C_{12}-C_{44}=\frac{B\sqrt{\bar\rho}\,q^2}{36\,\Omega}.
\label{eq:nn}
\end{equation}

\subsection{What a concave function does to a vacancy}

Remove one atom from a crystal of $M$ atoms without relaxing the others, and compare with $M-1$ atoms of perfect crystal. The removed atom takes away its embedding energy $F(\bar\rho)$ and all its pair bonds $\sum\phi$, and neighbour $j$ loses density $\rho_j$. With $E$ the perfect-crystal energy per atom,
\begin{align}
E_v&=E-F(\bar\rho)-\sum\phi+\sum_j\left[F(\bar\rho-\rho_j)-F(\bar\rho)\right]\nonumber\\
&=-\frac12\sum\phi+\sum_j\left[F(\bar\rho-\rho_j)-F(\bar\rho)\right].
\label{eq:vac}
\end{align}
Take $F(0)=0$, $\rho_j\ge0$ and $t_j=\rho_j/\bar\rho$, so that $\sum_jt_j=1$. If $F$ is convex on $[0,\bar\rho]$, it lies below its chord:
\begin{equation}
F(\bar\rho-\rho_j)\le(1-t_j)F(\bar\rho)+t_jF(0)=(1-t_j)F(\bar\rho).
\end{equation}
Each bracket in \eqref{eq:vac} is then at most $-t_jF(\bar\rho)$, and summation gives
\begin{equation}
E_v\le-\frac12\sum\phi-F(\bar\rho)=E_{\rm coh}.
\label{eq:bound}
\end{equation}
For linear $F$ this is an equality; for concave $F$ the inequality is reversed. Metals typically have vacancy energies well below their cohesive energies, roughly a third as a guide, so a globally concave $F$ fails badly before relaxation. Relaxation lowers $E_v$, hence the convex bound survives it, but the concave bound is proved for the unrelaxed vacancy.

The theorem concerns the whole interval $[0,\bar\rho]$, whereas \eqref{eq:main} sees one point. Expanding \eqref{eq:vac} to second order in $\rho_j$ gives $E_v-E_{\rm coh}\approx F-\bar\rho F'+\frac12F''\sum_j\rho_j^2$, all evaluated at $\bar\rho$. A low vacancy energy therefore needs $F-\bar\rho F'$ to be well below zero, and convexity at low density alone can provide that. A function that is concave around $\bar\rho$, over a narrow or a wide range, but convex enough elsewhere in $[0,\bar\rho]$ can thus combine a negative Cauchy pressure with a low vacancy energy. This is the formal escape open to a fitted potential.

\section{Numerical model}

The model is face-centred cubic with lattice parameter 4.0~\AA, $\Omega=16.0$~\AA$^3$, nearest-neighbour distance $r_0=2.8284$~\AA\ and four neighbour shells (54 atoms). It represents no particular material. The functions are
\begin{equation}
\rho\propto e^{-5(r/r_0-1)},\qquad \phi=A\,e^{-12(r/r_0-1)},\qquad F=-B\bar\rho^{\,s},
\end{equation}
with $\rho$ normalized to make $\bar\rho=1$ in the reference crystal. $A$ and $B$ are fixed by zero pressure there and by $E_{\rm coh}=4$ eV. A fourth model adds to the square root a local dip,
\begin{equation}
\Delta F=-\frac B4(\bar\rho-1)^2e^{-u^2},\qquad u=\frac{\bar\rho-1}{0.2},
\end{equation}
which leaves $F(1)$ and $F'(1)$ unchanged but lowers $F''(1)$ from $B/4$ to $-B/4$.

\begin{center}
\begin{tabular}{lrrrr}
 & $F''$ & $C_{12}-C_{44}$ & $E_v$ & $E_v$ relaxed\\
 & (eV) & (GPa) & (eV) & (eV)\\
$s=1/2$ & $1.284$ & $40.3$ & 1.48 & 1.45\\
$s=1$ & $0$ & $0.0$ & 4.00 & 3.96\\
$s=1.2$ & $-2.045$ & $-64.3$ & 5.63 & 5.57\\
local dip & $-1.284$ & $-40.3$ & 1.40 & 1.39
\end{tabular}
\end{center}

For the square root, $V=-1.7715$ and \eqref{eq:main} gives
\begin{equation}
\frac{1.2838\times1.7715^2}{16.0}=0.2518\ \text{eV/\AA}^3=40.3\ \text{GPa}.
\end{equation}
Elastic constants obtained separately from energies of strained lattices agree with the formula within the test tolerance of 0.02 GPa for all four models. The nearest-neighbour estimate \eqref{eq:nn}, with $B=5.1352$ eV and $q=5$, gives 35.7 GPa. It is lower because $V=-(q/3)\sum\rho\,r/r_0$, and the outer shells raise the density-weighted mean of $r/r_0$ above one.

The vacancy energies are computed in a periodic cell of 256 sites with one atom removed; relaxation moves the atoms at fixed cell volume. The unrelaxed values for the three power laws follow \eqref{eq:bound}, with equality for $s=1$ and the reversed inequality for $s=1.2$. The power $s=1.2$ gives a vacancy energy above the cohesive energy, and relaxation does not repair this. The local dip avoids the problem: $\Delta F$ is never positive, so it slightly lowers the energy of the vacancy's neighbours.

The dip has other costs. It leaves $C_{44}$ at 80.4 GPa but lowers both $C_{11}$ and $C_{12}$ by 80.7 GPa, as \eqref{eq:C} requires. The bulk modulus $(C_{11}+2C_{12})/3$ falls by the same amount, from 139.7 to 59.0 GPa. Moreover,
\begin{equation}
\frac{d^2}{du^2}\left(u^2e^{-u^2}\right)=(2-10u^2+4u^4)e^{-u^2}
\end{equation}
first vanishes at $u^2=(5-\sqrt{17})/4$, where the dip no longer contributes negative curvature. The Cauchy pressure has thus become positive again before the density has changed by a tenth. This short range belongs to the chosen width 0.2, not to concave fits in general. The function $F=-B[\alpha(1-e^{-10\bar\rho})+\beta\bar\rho+\kappa\bar\rho^2]$, with $\alpha\approx0.627$, $\beta\approx0.247$, $\kappa\approx0.126$ matching $F$, $F'$ and $F''$ of the dip model at $\bar\rho=1$, is concave for all $\bar\rho>0.55$. It has the same elastic constants at the reference volume and an unrelaxed vacancy energy of 1.39 eV. Either fit reproduces the sign without supplying a reason for it.

Compressing the square-root model to a lattice parameter of 3.8~\AA\ produces $P=33.9$ GPa. The Lagrangian difference is 49.4 GPa, while the stress--strain difference is $49.4+2\times33.9=117.2$ GPa, in agreement with \eqref{eq:pressure}.

\section{Physics that can make the Cauchy pressure negative}

\subsection{An angular energy}

Keep $F$ convex and add to the energy per atom
\begin{equation}
E_{\rm ang}=\frac K2Q_{ij}Q_{ij},\quad
Q_{ij}=\lambda_{ij}-\frac{\delta_{ij}}3\lambda_{kk},\quad
\lambda_{ij}=\sum w(r)\frac{r_ir_j}{r^2},
\end{equation}
with $K>0$. Cubic symmetry makes $\lambda_{ij}\propto\delta_{ij}$, so $Q=0$ in the perfect crystal at every volume. The cohesive energy, the pressure and the bulk modulus do not change. Since $E_{\rm ang}$ is quadratic in $Q$, the first-order change of $Q$ suffices for the elastic constants. At this order $\varepsilon$ and $\eta$ are interchangeable, and rotations leave $Q_{ij}Q_{ij}$ unchanged.

Write $g=w/r^2$, so that $\lambda_{ij}=\sum g\,r_ir_j$. For a shear $\varepsilon_{12}=\varepsilon_{21}=\gamma/2$, $\delta r=\gamma xy/r$ and $\delta(xy)=\gamma(x^2+y^2)/2$. Since $\sum gx^2=\sum gy^2$,
\begin{equation}
\delta Q_{12}=\gamma D_{44},\qquad
D_{44}=\sum\left[\frac{g'x^2y^2}{r}+gx^2\right].
\end{equation}
All other independent components vanish because their sums are odd in some coordinate. Counting both $Q_{12}$ and $Q_{21}$,
\begin{equation}
K\gamma^2D_{44}^2=\frac\Omega2\Delta C_{44}\gamma^2
\quad\Longrightarrow\quad \Delta C_{44}=\frac{2KD_{44}^2}{\Omega}.
\end{equation}

For $\varepsilon={\rm diag}(e,-e,0)$, $\delta r=e(x^2-y^2)/r$ and $\delta(x^2)=2ex^2$. Therefore $\delta Q_{11}=-\delta Q_{22}=eD'$, with
\begin{equation}
D'=\sum\left[\frac{g'(x^4-x^2y^2)}{r}+2gx^2\right].
\end{equation}
The elastic energy for this strain is $\Omega(C_{11}-C_{12})e^2=2\Omega C'e^2$, where $C'=(C_{11}-C_{12})/2$. Equating its change to $Ke^2D'^2$ gives $\Delta C'=KD'^2/(2\Omega)$. An unchanged bulk modulus means $\Delta C_{11}+2\Delta C_{12}=0$, which with $\Delta C_{11}-\Delta C_{12}=2\Delta C'$ yields $\Delta C_{12}=-\frac23\Delta C'$. Altogether
\begin{equation}
C_{12}-C_{44}=\frac{F''V^2}{\Omega}
-\frac K\Omega\left(\frac{D'^2}{3}+2D_{44}^2\right).
\label{eq:total}
\end{equation}
The angular contribution is never positive for $K>0$: resistance to a distorted neighbour shell raises the shear constants without raising the bulk modulus.

In the square-root model take $w=e^{-5(r/r_0-1)}$, without normalization, and $K=0.3$ eV. Then $D_{44}=-3.1445$ and $D'=-0.9465$. The changes are $\Delta C_{44}=59.4$ GPa and $\Delta C_{12}=-\frac23\times1.35=-0.9$ GPa, so
\begin{equation}
C_{12}-C_{44}=40.3-60.3=-20.0\ \text{GPa},
\end{equation}
although $F''$ remains positive. The strained-lattice calculation gives the same value, and the bulk modulus stays at 139.7 GPa. Because \eqref{eq:total} is linear in $K$, the sign changes at $K=0.3\times40.3/60.3=0.20$ eV.

The term also affects defects. A neighbour of a vacancy loses one contribution and acquires $Q_{ij}=-w(r_ir_j/r^2-\delta_{ij}/3)$, for which $Q_{ij}Q_{ij}=2w^2/3$. The unrelaxed vacancy energy rises by $(K/3)\sum w^2=1.21$ eV, from 1.48 to 2.69 eV. It remains below $E_{\rm coh}$, but the increase is large enough that a practical potential must be fitted with all its terms together.

\subsection{Environment-dependent repulsion}

Angular forces are not the sole possibility. Let the strength of the pair repulsion depend on the density:
\begin{equation}
E=F(\bar\rho)+a(\bar\rho)\Phi,\qquad \Phi=\frac12\sum\phi,\qquad
U=\frac12\sum\phi'\frac{x^2}{r}.
\end{equation}
As before, second derivatives of the individual radial sums are symmetric in all indices and cancel from $C_{12}-C_{44}$. Products of first derivatives remain:
\begin{equation}
C_{12}-C_{44}=\frac1\Omega\left[(F''+a''\Phi)V^2+2a'VU\right].
\end{equation}
For decaying $\rho$ and $\phi$, both $V$ and $U$ are negative, so $VU>0$. With convex $F$ and linear $a$, a negative result requires $a'<0$: the repulsion must weaken as the environment becomes denser. This case is derived here but not evaluated numerically.

\subsection{Reading the sign for iridium}

In iridium $C_{12}$ lies below $C_{44}$ by an amount of order 10 GPa. At ambient pressure the $2P$ term is negligible on this scale. Within \eqref{eq:eam} the sign demands $F''(\bar\rho)<0$, contrary to \eqref{eq:sqrt}. Measured constants also contain vibrational contributions, which the static formula omits; the inference assumes that these do not produce the sign.

Under that assumption, a convex embedded-atom model is missing an interaction. The angular term proves that directional forces can supply the required sign, and density-dependent repulsion can do so as well. The Cauchy pressure alone cannot distinguish them. Other shear constants, defect energies and energies of competing structures are needed to constrain the choice. The numerical output below gives the full elastic constants and vacancy energies for the four tabulated models and the angular model.

\section*{Calculated quantities}
\begin{verbatim}
lattice parameter 4.0 angstrom, atomic volume 16.0 angstrom^3
nearest-neighbour distance 2.8284 angstrom, neighbours 54
decay numbers: density 5, repulsion 12
reference density 1 (dimensionless), V = -1.7715
[square root] A = 0.1885 eV, B = 5.1352 eV, F'' = 1.2838 eV
  C11, C12, C44 = 177.62, 120.73, 80.39 GPa
  C12-C44: strained lattice 40.34, formula 40.34 GPa
  vacancy energy: unrelaxed 1.477, relaxed 1.455 eV
[linear] A = 0.5264 eV, B = 7.1702 eV, F'' = 0.0000 eV
  C11, C12, C44 = 383.35, 224.49, 224.49 GPa
  C12-C44: strained lattice 0.00, formula 0.00 GPa
  vacancy energy: unrelaxed 4.000, relaxed 3.956 eV
[power 1.2] A = 0.7506 eV, B = 8.5208 eV, F'' = -2.0450 eV
  C11, C12, C44 = 482.41, 255.87, 320.13 GPa
  C12-C44: strained lattice -64.26, formula -64.26 GPa
  vacancy energy: unrelaxed 5.634, relaxed 5.574 eV
[local dip] A = 0.1885 eV, B = 5.1352 eV, F'' = -1.2838 eV
  C11, C12, C44 = 96.93, 40.05, 80.39 GPa
  C12-C44: strained lattice -40.34, formula -40.34 GPa
  vacancy energy: unrelaxed 1.402, relaxed 1.387 eV
cohesive energy of all four models 4.000 eV
[square root, compressed to 3.8 angstrom] P = 33.91 GPa
  energy-strain C12-C44 = 49.42, formula 49.42 GPa
  stress-strain c12-c44 = 117.24, formula+2P 117.24 GPa
[rectangular d band] electrons 7, width 5.0 eV
  second moment 2.0833 eV^2, bond energy -5.2500 eV
[square root + angular term] K = 0.3 eV, D44 = -3.1445, D' = -0.9465
  C11, C12, C44 = 179.41, 119.83, 139.80 GPa
  formula changes: C44 59.41, C' 1.35, C12-C44 -60.30 GPa
  bulk modulus: before 139.69, after 139.69 GPa
  C12-C44 from strained lattice = -19.96 GPa
  unrelaxed vacancy energy 2.688 eV, angular part 1.211 eV
\end{verbatim}
